# Periodic Depolarization Energy and the Zero-Wavevector Boundary Term

A phase-field simulation of a ferroelectric can find the electric field by Fourier transform, dividing by $k^2$ for each wavevector. At $\mathbf k=0$ the division reads $0/0$. If that entry is set to zero to keep the program running, the periodic cell has been short-circuited, whatever circuit was intended. The choice is not a detail: in the model film treated below, a mean polarization of $0.20\ \mathrm{C/m^2}$ has no mean-field energy in short circuit and $2.26\times10^8\ \mathrm{J/m^3}$ in open circuit with uncharged electrodes. The same Landau coefficients then give a uniform state polarized along the film normal in the first case and none in the second.

Let $\mathbf P(\mathbf r)$ be the ferroelectric polarization, the order parameter of the simulation, and let it be periodic in a cell of volume $V$. All other polarization is taken to respond linearly and is collected in a background permittivity $\epsilon$, uniform and isotropic in the ferroelectric. In SI units,

$$\mathbf D=\epsilon\mathbf E+\mathbf P,\qquad \nabla\cdot\mathbf D=0,\qquad \nabla\times\mathbf E=0,$$

where the second equation assumes that there is no free charge inside the material. The field $\mathbf E$ is periodic, but its potential need not be: it may contain a linear part $-\mathbf E_0\cdot\mathbf r$, whose gradient is uniform.

The energy has two parts. The vacuum field stores $\tfrac12\epsilon_0E^2$ per volume. The background polarization $\mathbf P_b=(\epsilon-\epsilon_0)\mathbf E$ stores, like a stretched spring, $P_b^2/[2(\epsilon-\epsilon_0)]=\tfrac12(\epsilon-\epsilon_0)E^2$. Their sum, averaged over the cell, is

$$u=\tfrac12\epsilon\langle E^2\rangle .$$

The energy needed to create $\mathbf P$ itself belongs to the Landau and gradient terms and is not counted here.

Write $\mathbf P(\mathbf r)=\sum_{\mathbf k}\mathbf P_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ with $\mathbf P_{\mathbf k}=V^{-1}\int_V\mathbf P\,e^{-i\mathbf k\cdot\mathbf r}d^3r$, and likewise for $\mathbf E$. Each derivative becomes a factor $i\mathbf k$, so the field equations separate:

$$\mathbf k\cdot(\epsilon\mathbf E_{\mathbf k}+\mathbf P_{\mathbf k})=0,\qquad \mathbf k\times\mathbf E_{\mathbf k}=0 .$$

This separation needs a uniform $\epsilon$; otherwise the product $\epsilon\mathbf E$ mixes different wavevectors. For $\mathbf k\neq0$ the second equation says that $\mathbf E_{\mathbf k}=\alpha\mathbf k$ for some number $\alpha$. The first then gives $\epsilon\alpha k^2+\mathbf k\cdot\mathbf P_{\mathbf k}=0$, and hence

$$\mathbf E_{\mathbf k}=-\frac{\mathbf k\,(\mathbf k\cdot\mathbf P_{\mathbf k})}{\epsilon k^2},\qquad |\mathbf E_{\mathbf k}|^2=\frac{|\mathbf k\cdot\mathbf P_{\mathbf k}|^2}{\epsilon^2k^2}.$$

Parseval's theorem, $\langle E^2\rangle=\sum_{\mathbf k}|\mathbf E_{\mathbf k}|^2$, turns the energy into

$$u=\frac{1}{2\epsilon}\sum_{\mathbf k\neq0}\frac{|\mathbf k\cdot\mathbf P_{\mathbf k}|^2}{k^2}+\tfrac12\epsilon E_0^2 .$$

There is no cross term between $\mathbf E_0$ and the other modes, because each of those averages to zero over the cell. The sum contains only the longitudinal part of the polarization, the part along $\mathbf k$. This is the part with a divergence, and $-\nabla\cdot\mathbf P$ is the bound charge that produces the field. A transverse mode carries no bound charge in the bulk and costs nothing there. For a test field with 25 cosine terms, the sum gives $6.358\times10^7\ \mathrm{J/m^3}$, and finite-difference solutions of Poisson's equation in real space, extrapolated to zero grid spacing, give the same value to all the digits quoted.

At $\mathbf k=0$ both field equations read $0=0$. They neither determine $\mathbf E_0$ nor relate it to the mean polarization $\mathbf P_0$. One might hope to recover the missing term as a limit of long waves. Take $\mathbf P=P\hat{\mathbf z}\cos(\mathbf k\cdot\mathbf r)$, with angle $\theta$ between $\mathbf k$ and $z$. The two coefficients $\mathbf P_{\pm\mathbf k}=\tfrac12P\hat{\mathbf z}$ contribute equally, so

$$f=\frac1{2\epsilon}\,2\left(\frac P2\right)^2\cos^2\theta=\frac{P^2\cos^2\theta}{4\epsilon}.$$

The length of $\mathbf k$ has dropped out and its direction has not. With $\epsilon=10\epsilon_0=8.854\times10^{-11}\ \mathrm{F/m}$ and $P=0.20\ \mathrm{C/m^2}$, the value at $\theta=0$ is $0.04/(4\times8.854\times10^{-11})=1.129\times10^8\ \mathrm{J/m^3}$. It is half as large at $45^\circ$ and zero at $90^\circ$. The real-space solution gives these values both in a 20 nm cell and in a 2000 nm cell. As $\mathbf k\to0$ the energy therefore approaches a number that depends on the direction, and no value assigned at $\mathbf k=0$ can make it continuous.

What the bulk equations leave open is settled at the surfaces. A film without electrodes shows how. Let it occupy $|z|<d/2$ in vacuum, with $P_z=P_1\cos qx$ inside. The wavevector is perpendicular to the polarization, so the periodic sum vanishes for every $q\neq0$. The polarization nevertheless ends at the two faces, leaving bound charge $+P_1\cos qx$ on the upper one and $-P_1\cos qx$ on the lower one. The potential satisfies Laplace's equation away from the faces, is odd in $z$, and decays outside:

$$\phi=A\cos qx\,\sinh qz\quad(|z|<d/2),$$
$$\phi=A\cos qx\,\sinh(qd/2)\,e^{-q(z-d/2)}\quad(z>d/2).$$

It is continuous at $z=d/2$. Continuity of $D_z=-\epsilon\,\partial_z\phi+P_z$ inside with $-\epsilon_0\,\partial_z\phi$ outside requires

$$P_1-\epsilon qA\cosh(qd/2)=\epsilon_0qA\sinh(qd/2),$$
$$A=\frac{P_1}{q[\epsilon\cosh(qd/2)+\epsilon_0\sinh(qd/2)]}.$$

The energy follows without integrating the field outside. Since $\mathbf E=-\nabla\phi$ and $\nabla\cdot\mathbf D=0$, we have $\mathbf E\cdot\mathbf D=-\nabla\cdot(\phi\mathbf D)$. This integrates to zero because the field is periodic sideways and decays vertically. With the local permittivity in each region, half the integral of permittivity times $E^2$ therefore equals $-\tfrac12\int\mathbf E\cdot\mathbf P\,d^3r$. Averaging $\cos^2qx$ gives another factor $\tfrac12$, and the energy per film volume is

$$f=\frac1{4d}P_1A\int_{-d/2}^{d/2}q\cosh qz\,dz=\frac{P_1A\sinh(qd/2)}{2d}$$
$$\phantom{f}=\frac{P_1^2}{2qd\,[\epsilon_0+\epsilon\coth(qd/2)]}.$$

If $qd\to0$, then $\coth(qd/2)\to2/(qd)$ and $f\to P_1^2/(4\epsilon)$. This is the full depolarization energy $\langle P_z^2\rangle/(2\epsilon)$. If $qd\to\infty$, then $\coth(qd/2)\to1$ and $f\to P_1^2/[2qd(\epsilon_0+\epsilon)]$, which tends to zero. For $qd=0.1$, 1, 10 and 100, the numerical solution of the same boundary-value problem gives 0.994, 0.883, 0.182 and 0.018 of the full value.

A uniform polarization, $q\to0$, can thus be approached in two ways. If the wavelength grows at fixed thickness, $qd\to0$ and each face acts locally as a uniformly charged plate, and the plates produce the full depolarizing field. If the thickness grows faster than the wavelength, $qd\to\infty$. The fields of the alternating charges on each face then cancel beyond a depth of about $1/q$, which is a vanishing fraction of the film, and the rest of the interior feels nothing. A periodic cell has no faces and cannot tell which limit is meant. That information has to enter through $\mathbf E_0$.

For a film in a circuit, $\mathbf E_0$ can be calculated. Let the film have thickness $d$, and place it in series with non-ferroelectric dielectric layers of total thickness $d_l$ and permittivity $\epsilon_l$, between two electrodes. The voltage $U=\int E_z\,dz$ is the potential of the lower electrode minus that of the upper one. The mean in-plane field is taken as zero, so $P_0$ and $E_0$ now denote normal components. For the lateral average, $\nabla\cdot\mathbf D=0$ makes $D_z$ the same at every height. Call it $D_0$, and let $E_l$ be the mean field in the layers:

$$D_0=\epsilon E_0+P_0=\epsilon_lE_l,\qquad E_0d+E_ld_l=U .$$

Define $E_a=U/d$ and $C=\epsilon_ld/d_l$. The voltage condition gives $E_l=(E_a-E_0)d/d_l$, so $D_0=C(E_a-E_0)$. Setting this equal to $\epsilon E_0+P_0$ and solving for the field,

$$E_0=\frac{CE_a-P_0}{\epsilon+C}.$$

The energy per film volume must include the layers and the battery. The layers store $\tfrac12\epsilon_lE_l^2d_l/d=\tfrac12C(E_a-E_0)^2$. The lower electrode carries free charge $D_0$ per area at a potential higher by $U$, so the battery has supplied $D_0U$ per area, or $D_0E_a$ per film volume. At fixed voltage this work is subtracted, and the uniform part of the energy is

$$g_0=\tfrac12\epsilon E_0^2+\tfrac12C(E_a-E_0)^2-C(E_a-E_0)E_a .$$

On expanding the last two terms, the products $E_aE_0$ cancel and $\tfrac12CE_0^2-\tfrac12CE_a^2$ remains. Inserting $E_0$,

$$g_0=\frac{(CE_a-P_0)^2}{2(\epsilon+C)}-\tfrac12CE_a^2=\frac{P_0^2-2CE_aP_0-\epsilon CE_a^2}{2(\epsilon+C)} .$$

The complete periodic energy density is therefore

$$f=\frac1{2\epsilon}\sum_{\mathbf k\neq0}\frac{|\mathbf k\cdot\mathbf P_{\mathbf k}|^2}{k^2}+g_0 .$$

The limits of $g_0$ are the familiar circuits. Very thin or very polarizable layers mean $C\to\infty$. Then $E_0\to E_a$ and $g_0\to-E_aP_0-\tfrac12\epsilon E_a^2$, which is zero in short circuit, $U=0$: the electrodes supply charge that compensates the mean bound charge at the faces. In the opposite limit $C\to0$ at fixed $E_a$, the field becomes $-P_0/\epsilon$ and $g_0\to P_0^2/(2\epsilon)$. Isolated, uncharged electrodes give the same energy for any layers: they impose $D_0=0$, so $E_l=0$, $E_0=-P_0/\epsilon$, and $\tfrac12\epsilon E_0^2=P_0^2/(2\epsilon)$.

If $\mathbf P$ varies only along $z$, with a whole number of periods in the film, this division of the energy holds without a surface correction. The local field is $(D_0-P_z)/\epsilon$, and its mean and its variation contribute separately to $\langle E^2\rangle$. A discretized capacitor stack with such a modulated film was solved in short circuit, with layers at two voltages, and in open circuit, and it agrees with $g_0$ in each case. If $\mathbf P$ varies sideways, the fields near the faces in general change the energy by a surface term that the periodic expression omits. For the free film above, this term falls as $1/(qd)$ when $qd$ is large.

The polarization evolves under the field, so the derivative of the energy is needed too. For a small change $\delta\mathbf P$, the periodic sum changes by

$$\frac1\epsilon\sum_{\mathbf k\neq0}\mathrm{Re}\,\frac{(\mathbf k\cdot\mathbf P_{\mathbf k})^*(\mathbf k\cdot\delta\mathbf P_{\mathbf k})}{k^2}=-\sum_{\mathbf k\neq0}\mathrm{Re}\,(\mathbf E_{\mathbf k}^*\cdot\delta\mathbf P_{\mathbf k}),$$

and the uniform part obeys

$$\frac{\partial g_0}{\partial P_0}=\frac{P_0-CE_a}{\epsilon+C}=-E_0 .$$

By Parseval's theorem the total change is $-\langle\mathbf E\cdot\delta\mathbf P\rangle$, with $\mathbf E_0$ included. The electrostatic driving force on $\mathbf P(\mathbf r)$ is the local field itself. Changing the polarization at a single grid point, in the periodic cell and in the stack at fixed voltage, confirms this.

In a simulation, then, each step transforms $\mathbf P$, forms $\mathbf E_{\mathbf k}$ for $\mathbf k\neq0$, and writes $\mathbf E_0$ into the remaining entry, computed from the current $P_0$ and $U$. With a forward transform that carries no factor $1/N$, where $N$ is the number of grid points, that entry is $N\mathbf E_0$.

Two details of the grid matter. The first concerns the highest modes. With an even number $n$ of points along $x$, the index $-n/2$ has no partner $+n/2$. The mode $(-n/2,m)$ is then paired with $(-n/2,-m)$, and between the two the product $k_xk_z$ changes sign. A real field requires the factor multiplying $\mathbf P_{\mathbf k}$ to be the same for both, so the computed field becomes complex. In one random draw for each grid, the largest imaginary part is 0.13 of the largest real part on a $16\times16$ grid and at rounding level on a $15\times15$ grid. An odd grid removes the problem, as does an input without content in those modes.

The second concerns a gap drawn explicitly in the cell. Let a uniformly polarized film of thickness $d$ alternate with a gap $h$ of the same permittivity $\epsilon$. All wavevectors lie along $z$, so the sum over $\mathbf k\neq0$ is the variance of the polarization divided by $2\epsilon$. The mean is $Pd/(d+h)$ and the mean square is $P^2d/(d+h)$, which gives a variance $P^2dh/(d+h)^2$. Per film volume, after multiplication by $(d+h)/d$,

$$f=\frac{P^2}{2\epsilon}\,\frac h{d+h}=\frac{P^2}{2(\epsilon+\epsilon d/h)} .$$

This is $g_0$ at $U=0$ for a layer with $C=\epsilon d/h$. The periodic sum already contains the depolarization due to the gap, and adding $g_0$ for it would count it twice. For $d=200$ nm, $h=25$ nm and $P=0.20\ \mathrm{C/m^2}$ the energy is $2.51\times10^7\ \mathrm{J/m^3}$.

Now take a 200 nm film with $\epsilon=10\epsilon_0$ and layers with $\epsilon_l=40\epsilon_0$ and total thickness 4 nm, all round model values. Then $C=40\epsilon_0\times200/4=1.771\times10^{-8}\ \mathrm{F/m}$ and $\epsilon+C=1.780\times10^{-8}\ \mathrm{F/m}$. In a 20 nm periodic cell, $P_z$ has mean $0.20\ \mathrm{C/m^2}$ and three cosine modes. The transverse mode, of amplitude $0.10\ \mathrm{C/m^2}$, gives zero to rounding. The longitudinal mode, of amplitude 0.02, gives $0.02^2/(4\epsilon)=1.13\times10^6\ \mathrm{J/m^3}$. The oblique mode, of amplitude 0.03 at $45^\circ$, gives $0.03^2\times\tfrac12/(4\epsilon)=1.27\times10^6\ \mathrm{J/m^3}$. The periodic sum, which omits the surface term, is $2.40\times10^6\ \mathrm{J/m^3}$ in every circuit.

In short circuit the uniform part adds nothing. With the layers and $U=0$, the mean field is $-0.20/(1.780\times10^{-8})\ \mathrm{V/m}=-11.2\ \mathrm{MV/m}$ and $g_0=0.04/(2\times1.780\times10^{-8})=1.12\times10^6\ \mathrm{J/m^3}$, for a total of $3.52\times10^6\ \mathrm{J/m^3}$. A voltage of 2 V means $E_a=10$ MV/m and $CE_a=0.177\ \mathrm{C/m^2}$, which nearly balances $P_0$. The mean field shrinks to $-1.29$ MV/m, and $g_0=-8.71\times10^5\ \mathrm{J/m^3}$ is negative because the work of the battery has been subtracted. In open circuit the mean field is $-2259$ MV/m and $g_0=2.26\times10^8\ \mathrm{J/m^3}$, larger than with the layers at $U=0$ by the factor $(\epsilon+C)/\epsilon\approx201$. It then exceeds the sum of all the other modes about 94 times. These numbers evaluate the energy of an imposed polarization, not of a state the film could hold. With the Landau coefficients used below, the largest field a uniform polar state withstands is $\tfrac23|a|\sqrt{|a|/(3b)}=24$ MV/m, far below both the open-circuit field and the $0.02/\epsilon=226$ MV/m peak of the longitudinal mode. The field in the layers, $D_0/\epsilon_l\approx560$ MV/m, is at or above the breakdown strength of many oxide dielectrics, so in a real stack leakage or breakdown may intervene.

The transverse mode also shows what the bulk expression leaves out. In a free film of this thickness it has $qd=62.8$ and a stray energy of $8.2\times10^5\ \mathrm{J/m^3}$, about a third of the periodic sum. Layers and electrodes screen the charge on the faces and lower this value. With half of the layer thickness on each side of the film, $\epsilon_0$ in the free-film formula is replaced by $\epsilon_l\coth(qd_l/2)$, and the energy falls to $1.1\times10^5\ \mathrm{J/m^3}$, about 5% of the periodic sum. Both values are for the transverse mode alone. The oblique mode has the same period along $x$ and also puts charge on the faces, so the two contributions do not simply add. How much the faces matter thus depends on what lies next to them, and a laterally modulated film may need a calculation that includes them.

The effect on the ferroelectric state follows from adding a Landau energy $\tfrac12aP^2+\tfrac14bP^4$, with $a<0$ and $b>0$, for uniform $P$ at $U=0$. Setting the derivative of the total energy to zero gives

$$P\left[a+\frac1{\epsilon+C}+bP^2\right]=0,\qquad P^2=-\frac1b\left[a+\frac1{\epsilon+C}\right].$$

The second solution is real and nonzero if $\epsilon+C>1/|a|$. The second derivative there is $2bP^2>0$, so it is a minimum against uniform changes of the normal component. Rotation into the plane is left out: with layers present and an isotropic Landau energy it would lower the total energy, so the model presumes an anisotropy that keeps $\mathbf P$ along the normal. Take $a=-2\times10^8\ \mathrm{J\,m/C^2}$ and $b=2\times10^9\ \mathrm{J\,m^5/C^4}$. In short circuit $P=\sqrt{0.1}=0.316\ \mathrm{C/m^2}$. With the layers, $1/(\epsilon+C)=5.62\times10^7\ \mathrm{m/F}$ weakens the instability and $P$ falls to $0.268\ \mathrm{C/m^2}$. Among uniform states, the polar solution ceases to exist when the layers reach the thickness

$$d_l=\frac{\epsilon_ld}{1/|a|-\epsilon}=14.4\ \mathrm{nm}.$$

Direct minimization gives $P=0.099\ \mathrm{C/m^2}$ at 0.9 of this thickness and zero at 1.1 of it. In open circuit with uncharged electrodes, $1/\epsilon$ is about 56 times $|a|$, and the minimum is again at $P=0$. A film polarized in short circuit and then disconnected is a different case: its electrodes keep their charge, which continues to compensate the polarization, and the polar state remains.

This result excludes a uniform polarization along the film normal, not a film divided into polar domains. Stripes $P_z(x)$ with zero mean have $g_0=0$ at $U=0$ and no longitudinal part, so in the bulk they keep the Landau energy gain free of depolarization. They pay instead through the gradient energy of their walls and the stray fields at the faces. Whether they form depends on those two costs, which the uniform model does not contain. For the same reason 14.4 nm is only an upper bound for the uniform state, which can give way to stripes at thinner layers. A small modulation $\delta\cos qx$ added to it changes the energy by $\tfrac14\delta^2\{a+3bP^2+Gq^2+2/(qd\,[\epsilon_l\coth(qd_l/2)+\epsilon\coth(qd/2)])\}$, with $G$ the gradient coefficient. At 0.9 of the critical thickness and a period of 20 nm, $a+3bP^2=-1.41\times10^8$ and the last term is $0.70\times10^8\ \mathrm{m/F}$, so the state with $P=0.099\ \mathrm{C/m^2}$ is unstable for $G$ below about $7\times10^{-10}\ \mathrm{J\,m^3/C^2}$. The numerical output that follows lists the main values; the stray energy with layers and electrodes comes from the modified free-film formula above.

## Calculated quantities

```
film background permittivity eps = 8.8542e-11 F/m
layer permittivity eps_l = 3.5417e-10 F/m
film thickness = 200 nm, total layer thickness = 4 nm
periodic cell edge = 20 nm
C = eps_l d/d_l = 1.7708e-08 F/m
25-term test field, Fourier sum = 6.35822e+07 J/m^3
25-term test field, real-space Poisson = 6.35822e+07 J/m^3
wave 0.20 C/m^2, angle 0 deg: cell 20 nm 1.1294e+08, 2000 nm 1.1294e+08 J/m^3
wave 0.20 C/m^2, angle 45 deg: cell 20 nm 5.6470e+07, 2000 nm 5.6470e+07 J/m^3
wave 0.20 C/m^2, angle 90 deg: cell 20 nm 0.0000e+00, 2000 nm 0.0000e+00 J/m^3
free film, qd = 0.1: energy / full depolarization = 0.9942
free film, qd = 1: energy / full depolarization = 0.8834
free film, qd = 10: energy / full depolarization = 0.1818
free film, qd = 100: energy / full depolarization = 0.0182
transverse mode, amplitude 0.10 C/m^2: 7.2831e-26 J/m^3
longitudinal mode, amplitude 0.02 C/m^2: 1.1294e+06 J/m^3
oblique mode, amplitude 0.03 C/m^2: 1.2706e+06 J/m^3
sum of all k != 0 terms = 2.4000e+06 J/m^3
transverse mode in free film: qd = 62.83, stray = 8.1705e+05 J/m^3
short circuit (layer 1e-5 nm): |E0| below 0.001 MV/m, |g0|/modulation energy = 2.5e-06
series layers, U = 0 V: E0 = -11.238 MV/m, g0 = 1.1238e+06 J/m^3
   with worked k != 0 terms: 3.5238e+06 J/m^3
series layers, U = 2 V: E0 = -1.288 MV/m, g0 = -8.7066e+05 J/m^3
   with worked k != 0 terms: 1.5293e+06 J/m^3
open circuit: E0 = -2258.8 MV/m, g0 = 2.2588e+08 J/m^3
   with worked k != 0 terms: 2.2828e+08 J/m^3
supercell with 25 nm gap of permittivity eps: 2.5098e+07 J/m^3 of film
imaginary/real field, rough input: 15x15 grid 2.0e-16, 16x16 grid 1.3e-01
Landau a = -2.0e+08 J m/C^2, b = 2.0e+09 J m^5/C^4
uniform state, short circuit: P = 0.3162 C/m^2
uniform state, series layers: P = 0.2682 C/m^2
uniform state, 0.9 critical layer: P = 0.0992 C/m^2
uniform state, 1.1 critical layer: P = 0.0000 C/m^2
uniform state, open circuit: P = 0.0000 C/m^2
critical total layer thickness = 14.42 nm
```
